# Floating Potential of a Shaded Insulating Trench Floor with Electron Attraction

## Result

A long trench of width $w$ and depth $h$, with aspect ratio $A=h/w$, is exposed to a plasma. Ions arrive vertically; electrons arrive from all directions, and many are lost to the side walls. The floor therefore charges positively until it has turned back enough ions. Let $V$ be its potential relative to the trench mouth, $T$ the electron temperature in energy units, and $\eta=eV/T$. The steady potential satisfies

$$G(eV)=P(A,\eta),\qquad G(U)=\int_U^\infty f(E)\,dE, \tag{1}$$

where $f(E)$ is the normalized flux spectrum of the ions' vertical energy at the mouth: $f\,dE$ is a fraction of the ion flux, not of the ion density. $P$ is the fraction of electrons entering the mouth that reach the floor. For a uniform vertical field in the trench,

$$\begin{aligned}P={}&\operatorname{erf}\frac{\sqrt\eta}{2A}-\frac{2A}{\sqrt{\pi\eta}}\left(1-e^{-\delta}\right)+\frac A\eta\Big\{1-\operatorname{erfcx}\sqrt\eta\\&-e^{-\delta}\Big[\operatorname{erfcx}\tfrac{(c-1)\sqrt\eta}{2}-\operatorname{erfcx}\tfrac{(c+1)\sqrt\eta}{2}\Big]\Big\},\end{aligned} \tag{2}$$

with $c=\sqrt{1+1/A^2}$, $\delta=\eta/4A^2$ and $\operatorname{erfcx}x=e^{x^2}\operatorname{erfc}x$.

Purely geometric shading would give $P_{\rm geo}=\sqrt{1+A^2}-A$, independent of $V$. That is the limit $\eta\to0$. A floor that repels ions of tens of electronvolts also attracts electrons of a few electronvolts, so in a field that spans the depth this limit does not describe such a floor. How much attraction matters depends on where the potential drops: if the drop is confined to a thin layer at the floor, $P$ stays near $P_{\rm geo}$ whatever $V$ is.

## Assumptions and the balance

The ions are singly charged. The walls absorb every particle that hits them. Secondary emission, surface conduction, collisions in the trench and the fringing field above the mouth are neglected. $V$ is taken as constant over a radio-frequency cycle. The cycle-averaged electron and ion fluxes at the mouth are equal, as they are on an open floating surface; call this common flux $\Gamma$.

The potential in the trench is taken to depend on depth alone. Without space charge, Laplace's equation then makes it linear, which is the uniform field of (2). This is a closure: the walls are assumed to carry the charge that produces it, and their own current balance is not solved. Here the walls receive electrons but no ions, so insulating walls would keep charging negatively and could not hold this field. A negative region near the mouth would repel electrons, which tends to raise $V$; negative walls would also draw some ions aside, which acts the other way.

An ion moving vertically reaches the floor if its energy exceeds $eV$, so the ion flux there is $\Gamma G(eV)$. The electron flux, averaged over the width, is $\Gamma P$. If $C$ is the floor capacitance per unit area,

$$C\,\frac{dV}{dt}=e\Gamma\,[\,G(eV)-P(A,eV/T)\,], \tag{3}$$

and the steady state is (1). The floor is treated here as one node with a single potential. A real insulator must balance its currents at every point, a restriction examined in the example.

## Electrons at the mouth

Electrons reach the wafer through a retarding sheath. Before it, a Maxwellian has vertical flux distribution proportional to $v\,e^{-mv^2/2T}dv$. A barrier $B$ changes the vertical speed to $v'$, with $v^2=v'^2+2B/m$ and hence $v\,dv=v'dv'$. The transmitted distribution is $e^{-B/T}v'e^{-mv'^2/2T}dv'$: the flux falls, but the temperature does not. The lateral velocity is untouched. In a real plasma only the energetic tail of the electrons passes the barrier, and inelastic collisions can make that tail colder than the bulk; $T$ then stands for the temperature of the tail. If the barrier varies slowly compared with an electron's transit, the cycle average changes the prefactor alone.

Measure velocities in units of $\sqrt{T/m}$. The vertical speed $u$ then has normalized flux density $u\,e^{-u^2/2}$, and the lateral velocity $\xi$ across the trench is a standard normal variable.

Let $\tau$ be the transit time to the floor and $s=\tau\sqrt{T/m}/w$. The lateral displacement is $\xi s w$. Since the lateral motion is uniform, an electron misses the walls if its end point lies between them. For entry points spread evenly over the mouth this has probability $\max(0,1-|\xi|s)$. Averaging over $\xi$,

$$\begin{aligned}g(s)&=\sqrt{\frac2\pi}\int_0^{1/s}(1-\xi s)\,e^{-\xi^2/2}d\xi\\&=\operatorname{erf}\frac1{s\sqrt2}-s\sqrt{\frac2\pi}\left(1-e^{-1/2s^2}\right).\end{aligned} \tag{4}$$

Differentiating the integral, the term from the upper limit vanishes because the integrand is zero there, so

$$g'(s)=-\sqrt{\frac2\pi}\int_0^{1/s}\xi e^{-\xi^2/2}d\xi=-\sqrt{\frac2\pi}\left(1-e^{-1/2s^2}\right)<0. \tag{5}$$

The fraction reaching the floor is

$$P=\int_0^\infty u\,e^{-u^2/2}\,g(s(u))\,du. \tag{6}$$

## Geometric shading

Without a field, $\tau=h/v_z$ and $s=A/u$. Set $u=\rho\cos\theta$ and $\xi=\rho\sin\theta$. The joint weight $u\,e^{-(u^2+\xi^2)/2}du\,d\xi$ becomes $\rho^2e^{-\rho^2/2}d\rho\,\cos\theta\,d\theta$, and the survival probability becomes $\max(0,1-A|\tan\theta|)$. The speed separates out, leaving the normalized angular density $\tfrac12\cos\theta$. With $\tan\theta_m=1/A$,

$$\begin{aligned}P_{\rm geo}&=\int_0^{\theta_m}(\cos\theta-A\sin\theta)\,d\theta=\sin\theta_m-A+A\cos\theta_m\\&=\frac{1+A^2}{\sqrt{1+A^2}}-A=\sqrt{1+A^2}-A.\end{aligned} \tag{7}$$

## Shading with attraction

In a uniform field the electron arrives with scaled vertical speed $\sqrt{u^2+2\eta}$. The transit time is the depth divided by the mean of the initial and final speeds, so

$$s=\frac{2A}{u+\sqrt{u^2+2\eta}}=\frac Aq,\qquad q=\frac{u+\sqrt{u^2+2\eta}}2. \tag{8}$$

Squaring $\sqrt{u^2+2\eta}=2q-u$ gives $u=q-\eta/2q$, and therefore

$$\frac{u^2}2=\frac{q^2}2-\frac\eta2+\frac{\eta^2}{8q^2}. \tag{9}$$

The lower limit $u=0$ corresponds to $q_0=\sqrt{\eta/2}$. Because $u\,e^{-u^2/2}du=-d(e^{-u^2/2})$, integrating (6) by parts gives

$$P=g(A/q_0)+\int_{q_0}^\infty e^{-u^2/2}\frac{dg}{dq}\,dq. \tag{10}$$

From (5) and $ds/dq=-A/q^2$,

$$\frac{dg}{dq}=\sqrt{\frac2\pi}\frac A{q^2}\left(1-e^{-q^2/2A^2}\right). \tag{11}$$

Insert (9) and (11) into (10), and use $1+1/A^2=c^2$ in the second exponential:

$$P=g(A/q_0)+A\sqrt{\frac2\pi}\,e^{\eta/2}\,[J(1)-J(c)], \tag{12}$$

$$J(\kappa)=\int_{q_0}^\infty e^{-\kappa^2q^2/2-\eta^2/8q^2}\frac{dq}{q^2}=\int_0^{1/q_0}e^{-\kappa^2/2t^2-\eta^2t^2/8}\,dt, \tag{13}$$

where $t=1/q$. To integrate, define

$$X_\pm=\frac{\kappa}{\sqrt2\,t}\pm\frac{\eta t}{2\sqrt2},\qquad F(t)=e^{-\kappa\eta/2}\operatorname{erfc}X_--e^{\kappa\eta/2}\operatorname{erfc}X_+.$$

Since $X_\pm^2=\kappa^2/2t^2+\eta^2t^2/8\pm\kappa\eta/2$, the prefactors cancel the cross terms when $F$ is differentiated. Both terms carry the integrand of (13), multiplied by $-(2/\sqrt\pi)(X_-'-X_+')=\eta\sqrt{2/\pi}$. Also $F(0)=0$, because $X_\pm\to\infty$ there. Thus $J=\sqrt{\pi/2}\,F(1/q_0)/\eta$. At $t=1/q_0=\sqrt{2/\eta}$ one has $X_\pm=(\kappa\pm1)\sqrt\eta/2$, so

$$J(\kappa)=\frac{\sqrt{\pi/2}}\eta\left[e^{-\kappa\eta/2}\operatorname{erfc}\tfrac{(\kappa-1)\sqrt\eta}2-e^{\kappa\eta/2}\operatorname{erfc}\tfrac{(\kappa+1)\sqrt\eta}2\right]. \tag{14}$$

In (12) the prefactors combine to $A/\eta$. Writing $\operatorname{erfc}x=e^{-x^2}\operatorname{erfcx}x$, the two terms of $J(c)$ acquire the exponents

$$\frac{(1\mp c)\eta}2-\frac{(c\mp1)^2\eta}4=-\frac{(c^2-1)\eta}4=-\delta.$$

For $J(1)$ the same steps give $1-\operatorname{erfcx}\sqrt\eta$. Finally, (4) at $s=A\sqrt{2/\eta}$ supplies the first two terms of (2), which completes its derivation.

## Limits

**Weak attraction.** Use $\operatorname{erfcx}x=1-2x/\sqrt\pi+x^2+O(x^3)$. The first two terms of (2) vanish as $\sqrt\eta$. In the braces, $1-\operatorname{erfcx}\sqrt\eta\simeq2\sqrt{\eta/\pi}-\eta$, while the square bracket is $2\sqrt{\eta/\pi}-c\eta$. Their difference is $(c-1)\eta$, so $P\to A(c-1)=P_{\rm geo}$.

**Strong attraction.** For $\eta\gg1$ and $\eta\gg A^2$, $s\simeq A\sqrt{2/\eta}$ is small and $g\simeq1-s\sqrt{2/\pi}$. Hence

$$P\simeq1-\frac{2A}{\sqrt{\pi\eta}}. \tag{15}$$

The field pulls electrons down before they can drift to a wall, and shading is nearly lost.

**Deep trench.** For $A\gg1$ and $\delta\ll1$, $s$ is large for typical electrons. Expanding (4) gives $g\simeq1/(s\sqrt{2\pi})=q/(A\sqrt{2\pi})$. The averages needed are $\langle u\rangle=\sqrt{\pi/2}$ and, with $y^2=u^2+2\eta$,

$$\left\langle\sqrt{u^2+2\eta}\right\rangle=e^\eta\int_{\sqrt{2\eta}}^\infty y^2e^{-y^2/2}dy=\sqrt{2\eta}+\sqrt{\frac\pi2}\operatorname{erfcx}\sqrt\eta.$$

Therefore

$$P\simeq\frac1{2A}\left[\frac12+\sqrt{\frac\eta\pi}+\frac12\operatorname{erfcx}\sqrt\eta\right]. \tag{16}$$

The bracket is the gain over geometric shading, which is $1/2A$ in this limit. It is $1+\eta/2$ to first order for small $\eta$ and grows as $\sqrt{\eta/\pi}$ for $\eta\gg1$, so in a uniform field strong attraction matters in deep trenches too. This gain belongs to the closure, in which the field reaches the mouth however deep the trench is. Walls held at the mouth potential confine the field to about $w/\pi$ above the floor. For a depth profile decaying on that length, the gain at $\eta=20$ is only 1.09 at $A=8$ and 1.02 at $A=30$, against about 3 for the uniform field.

## Uniqueness and bounds

Raising $V$ shortens every transit, and $g$ decreases with $s$, so $P$ rises strictly with $V$. $G$ never rises. Their difference therefore crosses zero at most once. For a continuous spectrum it does cross, since $G(0)=1>P$ and $G\to0$ at high energy. By (3) the crossing is stable: below it the floor gains positive charge, above it negative charge.

The sensitivity to the field profile can be bounded. For any potential that depends on depth alone and stays between 0 and $V$, the scaled vertical speed stays between $u$ and $\sqrt{u^2+2\eta}$. Thus $s$ lies between $A/\sqrt{u^2+2\eta}$, with the whole drop at the mouth, and $A/u$, with the whole drop at the floor. Consequently $P_{\rm geo}\le P\le P_{\rm mouth}$.

To find $P_{\rm mouth}$, repeat (10) with $y=\sqrt{u^2+2\eta}$ in place of $q$. The integral now required is, by parts,

$$\int_{\sqrt{2\eta}}^\infty e^{-\kappa^2y^2/2}\frac{dy}{y^2}=\frac{e^{-\kappa^2\eta}}{\sqrt{2\eta}}-\kappa\sqrt{\frac\pi2}\operatorname{erfc}(\kappa\sqrt\eta).$$

Taking it at $\kappa=1$ minus $\kappa=c$ and multiplying by $A\sqrt{2/\pi}\,e^\eta$, the first terms give $(A/\sqrt{\pi\eta})(1-e^{-\eta/A^2})$. This cancels the second term of $g(A/\sqrt{2\eta})$. With $Ac=\sqrt{1+A^2}$,

$$P_{\rm mouth}=\operatorname{erf}\frac{\sqrt\eta}A+e^\eta\left[\sqrt{1+A^2}\operatorname{erfc}(c\sqrt\eta)-A\operatorname{erfc}\sqrt\eta\right]. \tag{17}$$

More electrons mean a lower potential, so $P_{\rm geo}$ gives an upper bound on $V$ and $P_{\rm mouth}$ a lower one. Neither covers potentials that vary across the trench or fall below zero near its mouth. Such cases can fall outside the bounds. For the parameters of the example below, conducting walls held at the mouth potential deflect ions to the walls, and the balance in the two-dimensional Laplace field lies near 27 V at $A=2$, under the lower bound of 28.4 V, and near 58 V at $A=8$.

## A sinusoidal sheath

If ions cross the sheath in much less than one period and their flux is steady, a sinusoidal sheath voltage gives $E=E_0+a\sin\phi$ with uniformly distributed phase $\phi$. The fraction of phases with $\sin\phi>(U-E_0)/a$ is

$$G(U)=\frac1\pi\arccos\frac{U-E_0}a,\qquad |U-E_0|\le a. \tag{18}$$

Equation (1) becomes

$$eV=E_0+a\cos\big(\pi P(A,eV/T)\big). \tag{19}$$

This is explicit for $P=P_{\rm geo}$ and implicit for (2).

Take the round parameters $T=3$ eV, $E_0=40$ eV, $a=25$ eV and $A=2$. The ion energies run from 15 to 65 eV. These values are chosen independently, for illustration. In a real sheath the equality of the two fluxes ties $E_0$ to $a$, $T$ and the ion mass: for argon, with Maxwellian electrons and ions entering the sheath at the Bohm speed, the same $T$ and $a$ would require $E_0\approx34.6$ eV and give $V\approx33.5$ V. Geometric shading gives $P_{\rm geo}=0.2361$ and

$$V=40+25\cos(0.2361\pi)=40+18.4=58.4\ \text{V}.$$

That is more than $19\,T/e$, so in a uniform field attraction cannot be neglected; this value is reached only if the whole drop lies at the floor. Solving (19) with (2) gives $P=0.5304$ and

$$V=40+25\cos(0.5304\pi)=40-2.4=37.6\ \text{V},$$

or 1.38 hartree$/e$, with $\eta=12.5$. Attraction raises the collected fraction by a factor $0.5304/0.2361\approx2.2$ and lowers the potential by about 21 V. The lower bound, from (17), is 28.4 V. Tracing 200,000 electrons and as many ions at the predicted potential gives floor fractions 0.5300 and 0.5307, which agree within the sampling error of about 0.001 each.

For other depths, in volts:

| $A$ | lower bound | uniform field | upper bound |
|---|---|---|---|
| 0.5 | 16.5 | 18.2 | 30.9 |
| 1 | 20.0 | 24.8 | 46.7 |
| 2 | 28.4 | 37.6 | 58.4 |
| 4 | 42.0 | 52.0 | 63.2 |
| 8 | 55.0 | 60.7 | 64.5 |

As $A\to\infty$, $P\to0$ and, for exactly vertical ions, $V$ approaches the top of the spectrum. Ions with some lateral velocity are also lost to the walls, which lowers both this limit and the values in the table: a lateral ion temperature of 0.05 eV lowers the uniform-field value by about 1.5 V at $A=2$ and 2.2 V at $A=8$. Expanding the cosine in (19) near $P=0$ gives $eV\simeq E_0+a-\tfrac12a\pi^2P^2$. At $A=8$, where $P=0.1898$, this is $65-4.4=60.6$ eV, close to the full solution.

As $A\to0^+$, $V$ tends to 15 V, the bottom of the spectrum, not to zero. Below 15 V no ion is turned back, so even a slight electron deficit keeps charging the floor. This limit is fragile: once $1-P$ is small, a comparably small leakage current or loss of ions to the walls can set the potential instead.

The effect of electron temperature is shown here with the ion spectrum held fixed, although in a real sheath the spectrum also shifts with $T$. At fixed $V$, hotter electrons have smaller $\eta$ and hence smaller $P$, so they leave the floor more positive. For $A=2$, $V$ is 32.0, 37.6 and 43.2 V at $T=1.5$, 3 and 6 eV.

## The insulating floor, point by point

At position $x$ on the floor, in units of $w$, an electron must have entered between the walls, so its lateral displacement lies between $x-1$ and $x$. The local electron flux divided by $\Gamma$ is

$$p(x)=\int_0^\infty u\,e^{-u^2/2}\,\frac12\left[\operatorname{erf}\frac x{s\sqrt2}+\operatorname{erf}\frac{1-x}{s\sqrt2}\right]du, \tag{20}$$

with $s$ from (8). In the example $p=0.578$ at the centre and 0.443 at a corner, while the ion fraction is 0.530 everywhere. The centre has an electron excess of about 9% of the local ion flux, and the corner a deficit of about 16%. An insulating floor initially at one potential would therefore become more negative at its centre and more positive at its corners.

The size of this effect can be gauged by putting the two local fractions into (19) with the electron trajectories held fixed, which gives about 34 V and 44 V. These are not a solution: unequal floor potentials produce lateral fields that deflect both species. The value 37.6 V is thus a width-averaged estimate, and its decimals carry numerical, not physical, precision. It is also measured from the trench mouth; the voltage across an oxide beneath the floor depends in addition on the substrate potential and on the electrical connections. Further values are in the numerical output below.

## Numbers as computed

```
electron temperature T = 3.0 eV
ion spectrum centre E0 = 40.0 eV, half-width a = 25.0 eV
ion spectrum limits = 15.0 to 65.0 eV
aspect ratio A = 2.0
geometric electron fraction = 0.2361
floor potential, uniform field = 37.62 V
same in atomic units = 1.3825 hartree/e
eta = eV/T at solution = 12.539
electron fraction at solution = 0.5304
ion fraction at solution = 0.5304
upper bound (geometric shading) = 58.43 V
lower bound (drop at mouth) = 28.40 V
electron fraction at lower bound = 0.6537
local electron fraction, floor centre = 0.5776
local electron fraction, floor corner = 0.4431
traced electron fraction = 0.5300 (200000 particles)
traced ion fraction = 0.5307 (200000 particles)
A | P uniform | V lower, V uniform, V upper (V)
0.5 | 0.8359 | 16.52, 18.25, 30.94
1.0 | 0.7075 | 20.00, 24.84, 46.66
2.0 | 0.5304 | 28.40, 37.62, 58.43
4.0 | 0.3403 | 42.02, 52.02, 63.15
8.0 | 0.1898 | 54.99, 60.68, 64.52
T (eV) | P uniform | V uniform (V), at A = 2
1.5 | 0.6043 | 31.96
3.0 | 0.5304 | 37.62
6.0 | 0.4591 | 43.20
V at A = 1000: 65.000 V; V at A = 0.001: 15.000 V
```
